Why LDA-RPA Can Give Good Static Dielectric Constants: A Two-Band Model

A model crystal with a band gap of 3.00 eV has a static dielectric constant of 7.58 when its electrons respond as independent particles. Exchange through a screened interaction widens the gap to 3.72 eV, and the dielectric constant drops to 6.13. When the same interaction is also allowed to attract the excited electron to the hole it left behind, the value returns to 7.53. Two corrections of nearly 20 % of the starting value leave a net change of −0.6 %.

The first number stands for an RPA calculation with LDA energies, the second for RPA with quasiparticle energies and wave functions, the third for the Bethe-Salpeter equation (BSE). The question is why the corrections oppose each other, why they are similar in size, and when they cease to be.

**The model and its independent-particle response**

Sites A and B alternate along a chain with spacing a/2, where a = 5 Å is the period. The hopping amplitudes are −t1 inside a cell and −t2 between cells, with t1 = 3 eV and t2 = 1.5 eV. There are two electrons per cell, paired in spin. Parallel chains, each with a cross-section of 16 Å², fill space, so the cell volume is V = 80 Å³.

Symmetry puts one electron on every site. A local exchange-correlation potential that respects this symmetry is a constant and cannot change the gap. The bands of this Hamiltonian h therefore play the part of LDA bands; no LDA calculation is made. Microscopic local fields and the LDA exchange-correlation kernel are left out throughout, so "RPA" here means independent transitions driven by the macroscopic field.

With Bloch sums that carry the phase of each site position,

h_AB(k) = −(t1 e^{ika/2} + t2 e^{−ika/2}) = −|h| e^{iφ},
|h|² = t1² + t2² + 2 t1 t2 cos ka.

The diagonal elements vanish, so the energies are ±|h|. The valence and conduction states are

v = (e^{iφ}, 1)/√2,  c = (e^{iφ}, −1)/√2.

The smallest gap, 2(t1 − t2) = 3 eV, lies at ka = π. The density matrix per spin, ρ = v v†, has ρ_AA = ρ_BB = 1/2 and ρ_AB = e^{iφ}/2.

An electron of charge −e in a field 𝓔 has the potential energy Fx, with F = e𝓔. The position x grows without limit, but the response needs the commutator

[x,ρ]_ij = (x_i − x_j) ρ_ij,

which is periodic and equals i ∂ρ/∂k in k space. Its AB element is −φ′e^{iφ}/2 and its BA element is +φ′e^{−iφ}/2, where φ′ = dφ/dk. Between the bands this gives

x_cv = ½[e^{−iφ}(−φ′e^{iφ}/2) − (φ′e^{−iφ}/2)e^{iφ}] = −φ′/2.

To find φ′, write |h|e^{iφ} = (t1+t2) cos θ + i(t1−t2) sin θ with θ = ka/2. The derivative of the phase of a complex number X + iY is (XY′ − YX′)/(X² + Y²), hence

φ′ = (a/2)(t1² − t2²)/|h|².

In a static state the density matrix commutes with the Hamiltonian that contains the field. For independent electrons, the first-order part of [h + Fx, ρ + δρ] = 0 between c and v reads 2|h| δρ_cv = −F x_cv. The dipole per cell, with a factor 2 for spin and ⟨…⟩ for the average over k, is

p = −2e⟨x_cv* δρ_cv + c.c.⟩ = 4e²𝓔⟨|x_cv|²/(2|h|)⟩.

Since ε = 1 + p/(ε0V𝓔), inserting φ′ gives

ε = 1 + (e²/ε0V)(a²/8)(t1² − t2²)² ⟨|h|⁻⁵⟩.

The prefactor e²/(ε0V) is 2.262 eV/Å², and the result is 7.58. The fifth power gives great weight to the smallest gap: |h| is 1.5 eV at ka = π and 4.5 eV at k = 0, so the integrand differs by 3⁵ = 243. A rigid widening of the gap with unchanged wave functions acts through only one of the five powers, the energy denominator; the other four come from φ′². Even so, it lowers ε − 1 nearly in inverse proportion to the gap.

**One interaction, two corrections**

Let W_ij be a static screened interaction. Screened exchange adds the self-energy

Σ_ij = −W_ij ρ_ij,  H = h + Σ.

The companion Coulomb-hole term is local and equal on all sites, hence a constant shift. When a field changes ρ, it changes Σ as well:

δΣ_ij = −W_ij δρ_ij.

This second equation is the electron-hole attraction of the BSE, written for the density matrix. It is not a separate force added by hand: it is the response of the self-energy that opened the gap. With ρ now the self-consistent density matrix of H, the first-order condition becomes

[H,δρ] + F[x,ρ] + [δΣ,ρ] = 0.

Take the element between c and v. Because ρ leaves v unchanged and annihilates c, the last commutator gives δΣ_cv:

G(k) δρ_cv + δΣ_cv = −F x_cv,  G = E_c − E_v.

Dropping δΣ gives quasiparticle RPA; keeping it gives the BSE, with resonant and antiresonant pairs both included.

A separate calculation checks these formulas. Finite open chains are placed in a small field and their dipoles are computed directly, with Σ absent, frozen at its zero-field value, or self-consistent in the field. The dielectric constants are 7.582, 6.134 and 7.533, against 7.582, 6.133 and 7.533 from the periodic equations. Freezing Σ removes the attraction and nothing else.

**Constant W: complete cancellation**

Suppose W_ij = w for every pair of sites, near or far. Then Σ = −wρ. This operator lowers each occupied state by w and leaves the empty states where they were. All gaps open by w, and the wave functions stay the same. The attraction is δΣ = −wδρ, so

[H,δρ] + [δΣ,ρ] = [h,δρ] − w[ρ,δρ] − w[δρ,ρ] = [h,δρ].

The two terms in w cancel because a commutator changes sign when its entries are exchanged. The same happens in the time-dependent equation without linearization, since −wρ commutes with ρ:

iħ ∂ρ/∂t = [h + Fx − wρ, ρ] = [h + Fx, ρ].

Within this mean-field theory the cancellation thus holds for any w, any field strength and any frequency. For w = 1 eV, quasiparticle RPA gives ε = 6.10, while the BSE gives 7.58, the starting value. The whole spectrum of neutral excitations also returns to the original transition energies, to within 10⁻⁸ eV.

The physical reason is a count of pairs. N electrons that interact through a constant w have the interaction energy wN(N−1)/2, wherever they are. An optical excitation or a polarization keeps N fixed and cannot feel this energy. The quasiparticle gap compares different electron numbers:

E(N+1) + E(N−1) − 2E(N) = (w/2)[(N+1)N + (N−1)(N−2) − 2N(N−1)] = w.

The gap of h lacks this w, which is an error for adding and removing electrons but not for neutral response. Correcting the gap alone brings into the neutral response an energy that does not belong there, and the attraction takes it out again.

**One bond: what remains when W decays**

A real W falls with distance. The simplest case is t2 = 0, which leaves isolated bonds. Let W0 be the interaction on one site and W1 that across the bond. The bond order ρ_AB is 1/2, so Σ_AB = −W1/2. The hopping grows from t1 to t1 + W1/2, and the gap becomes 2t1 + W1.

A field moves a charge u per spin from B to A: δρ_AA = u and δρ_BB = −u. The induced self-energy is −W0u on A and +W0u on B. Its element between v and c is −W0u, and δρ_cv = u. With φ′ = a/2, so that x_cv = −a/4, the response equation becomes

(2t1 + W1 − W0) u = Fa/4.

Gap opening contains the interaction between the two sites, because exchange strengthens the bond. Attraction contains the interaction on one site, because the field displaces charge from site to site. The response depends on their difference.

The numbers below use the softened Coulomb form

W(r) = e²/(4πε0 ε_s √(r² + r0²)),  ε_s = 5,  r0 = 2 Å.

Here ε_s is a round input for short-range screening and is not made consistent with the computed ε. It gives W0 = 1.440 eV and W1 = 0.900 eV. The original gap is 6.00 eV, the quasiparticle gap 6.90 eV, and the energy that governs the response 5.46 eV. From u, p = e²𝓔(a/2)²/(response energy), so ε − 1 is 2.262 × 6.25 = 14.14 eV divided by that energy:

ε = 3.36 (original), 3.05 (gap opened), 3.59 (with attraction).

For an isolated bond the attraction wins whenever W0 > W1.

The bond also shows what a Kohn-Sham description would have to add. Keep the gap 2t1 and let the local potential change by +s on A and −s on B. Then 2t1u + s = Fa/4, and the correct u requires

s = (W1 − W0)u.

The missing potential contains the difference of the two interactions, not either one alone. Neglecting it can be a modest error even when the gap error W1 is large.

**The crystal: interleaved distances**

In the chain the same division persists. Because ρ_AA(k) = 1/2 does not depend on k, ρ connects no two different A sites. Apart from a constant, Σ connects A with B, at distances a/2, 3a/2, 5a/2 and so on. The static response does the opposite. With real δρ_cv = u(k), adding u c v† and its Hermitian conjugate cancels the AB elements and leaves δρ_AA = u, δρ_BB = −u. The attraction thus samples W at 0, a, 2a and so on. With u_n the Fourier coefficients of u(k), and φ now the phase of the self-consistent ρ_AB instead of that of the original bands, the BSE reduces to

G(k) u(k) − Σ_n W(na) u_n e^{ikna} = Fφ′(k)/2.

Gap opening and attraction read the same function W on two interleaved sets of distances. If W varies slowly, the readings are similar.

First the gap. For the original bands, to first order in r = t2/t1,

e^{iφ} ≈ e^{iθ} + (r/2)e^{−iθ} − (r/2)e^{3iθ}.

Half of each coefficient is a bond order: 1/2 on the strong bond, r/4 = 0.125 on the weak one, and −0.125 at distance 3a/2. The self-consistent values for the first two are 0.470 and 0.124. At the zone boundary, θ = π/2, the strong and weak bonds enter the gap with opposite signs, so they widen it by

2 × 0.900 eV × (0.470 − 0.124) = 0.62 eV.

The self-consistent bond order at 3a/2 is −0.109, so the third term adds 2 × 0.109 × W(7.5 Å) = 0.08 eV, since W(7.5 Å) = 0.37 eV. The sum is 0.70 eV; the remaining bonds, which first order in r does not contain, supply the last 0.01 eV of the computed opening of 0.715 eV.

Now the attraction. Multiplying the equation for u by u and averaging over k produces the term Σ_n W(na)|u_n|². The weights |u_n|², normalized and with both directions combined, are 0.495 at 0, 0.357 at 5 Å and 0.107 at 10 Å. With W = 1.440, 0.535 and 0.28 eV, the mean attraction is

0.713 + 0.191 + 0.030 ≈ 0.93 eV,

apart from a small contribution of the remaining 4 % of the weight. On the isolated bond all the weight sits at zero distance; here half has moved to larger distances, where W is weaker.

The 0.93 eV should not simply be subtracted from the 0.715 eV, because a decaying W also changes the matrix element. At ka = π, φ′ = (a/2)(t1 + t2)/(t1 − t2) is 7.5 Å originally; with the nearest-neighbour hoppings strengthened to 3.42 and 1.61 eV, and the small longer-range terms of Σ left out, it is about 7 Å. Gap opening thus lowers ε through the denominator and through the dipole. The full calculation gives −1.448 from gap opening and +1.400 from attraction. The net −0.049 is 3.4 % of the gap effect.

**How flat must W be?**

Let W be 1 eV up to a cutoff distance and zero beyond. With the cutoff at zero, only the on-site interaction survives. It opens no gap, yet it attracts: ε rises from 7.58 to 8.54. There is nothing to cancel, and the argument fails completely.

Extending W to 2.5 Å switches on the nearest A–B pairs. The gap opens, quasiparticle RPA falls to 5.98, and the BSE gives 6.61, now too low. Extending it to 5 Å adds A–A pairs and no new A–B pairs: the RPA value stays at 5.98 while the BSE value rises to 7.22. This is the interleaving seen one distance at a time. The net change is −0.23 at 10 Å, −0.04 at 20 Å and −0.0005 at 40 Å. In this scan, nearly complete cancellation does not need a W that is constant throughout the crystal, but it does need one that is flat well beyond the typical range of the density matrices. For the softened Coulomb W, the root-mean-square range of the static δρ is 5.6 Å.

A Coulomb interaction is not flat on that scale, so the −0.6 % of the opening example owes something to the choice of r0. With r0 = 1 Å the on-site interaction is strong, and the BSE gives 9.01, a net change of +1.43. With r0 = 1.5 Å the net change is +0.28; with 3 and 4 Å it is −0.20. The sign reverses between 1.5 and 2 Å, and the close agreement lies near this reversal. What survives over the scan is the opposition of the two corrections; how well they balance depends on the shape of W at short range.

Increasing r0 does not lead steadily to complete cancellation. From 3 to 4 Å the gap effect weakens from −1.23 to −1.04 while the net change hardly moves, so the uncompensated fraction grows from 16 to 19 %. This does not contradict the flat limit. For r0 much larger than the range of the density matrices, W(r) ≈ W(0)(1 − r²/2r0²) is nearly constant over that range, and the uncompensated fraction must vanish. The scan stops short of that regime.

**Small gaps**

Let g = t1 − t2 become small and write t for the common size of the hoppings. Near the zone boundary, with δ = ka − π, |h|² ≈ g² + t²δ². Using ∫(1+s²)^{−5/2} ds = 4/3 over the whole line,

⟨|h|⁻⁵⟩ ≈ (1/2π)(4/3)/(g⁴t) = 2/(3πg⁴t).

With (t1² − t2²)² ≈ 4t²g², the independent-particle result becomes

ε − 1 ≈ (e²/ε0V) a²t/(3πg²).

It diverges as the inverse square of the gap. The response is concentrated in δ of order g/t, which means a range of order at/g in real space. A decaying W cannot remain flat over a range that grows without limit, so this argument for cancellation is lost just where ε is most sensitive. With t1 + t2 and W kept as above, the net change of ε is −11 % for a starting gap of 1.5 eV and −30 % for 0.6 eV. These figures hold ε_s at 5, whereas a small-gap crystal would screen more strongly. If the starting bands have no gap at all, their static response is no basis for the comparison.

**Why the absorption onset is different**

The lowest exciton lies at 3.335 eV, 0.380 eV below the quasiparticle gap. Because local fields are left out, the kernel lacks the repulsive electron-hole exchange term; it is the kernel of the triplet exciton, and the optically active singlet lies higher. Relative to the original onset at 3.000 eV, a fraction 0.335/0.715 = 47 % of the gap opening remains uncompensated, compared with 3.4 % for the static dielectric constant. Both fractions belong to r0 = 2 Å, and the scan above shows how strongly the second depends on that choice.

The pair in the exciton has a root-mean-square separation of 13.2 Å, more than twice the range of the static δρ. It therefore spends more of its weight where W is weak, while the gap opening is still set by the short-ranged ρ. There is also a cost in band energy: a bound pair mixes transitions from a range of k around the zone boundary, and away from the boundary their original energies lie above 3.000 eV. For r0 = 2 Å both effects keep the onset above its original value. A stronger short-range attraction changes this: at r0 = 1 Å only 20 % of the opening remains in the onset while the static gap effect is overcompensated by 86 %, and at r0 = 0.75 Å the exciton falls to 2.89 eV, below the original onset. With constant W the attraction would not weaken with distance and no bound pair would form, so the onset too would return to 3.000 eV.

It may seem puzzling that this exciton supplies 80 % of the static polarizability, although it lies above the original onset. The original transitions are spread from 3 to 9 eV. Attraction gathers much of the response into one state at 3.335 eV, and this concentration makes up for the higher onset. Equal static constants thus do not imply equal spectra.

**What the model says about LDA-RPA**

LDA-RPA omits the exchange that opens the gap and the change of that exchange under the field. The two omissions belong together. Repairing the first alone moves ε from 7.58 to 6.13, which is 19 % below the BSE value of 7.53, although the gap itself has improved.

The comparison is between levels of theory in one model, not with experiment. In a real crystal, local fields, the frequency dependence of screening and errors of the LDA wave functions also enter, and nothing here requires them to cancel. Local fields are not small even in this model, since the static response moves charge between A and B. Including the Hartree potential of that staggered charge at all three levels (unscreened softened interaction, chains on a 4 × 4 Å lattice, macroscopic part removed) gives ε = 5.96, 4.96 and 5.66. The corrections still oppose each other, but the net change is −5 %, and the exciton moves to 3.55 eV with 54 % of the polarizability. The argument supports LDA-RPA as a reasonable static estimate where the starting bands have a sound gap and W varies little over the range of the density matrix. A Coulomb-like W meets the second condition only roughly, so partial rather than close cancellation is what the model predicts in general. It gives no licence to read quasiparticle gaps or absorption edges from the same bands. The values for the basic model and for the scans of r0 and of the cutoff are in the numerical output below.

Table of computed values

```
hoppings t1, t2: 3.0, 1.5 eV
period: 5.0 A; chain cross-section: 16.0 A^2
short-range screening eps_s: 5.0; r0: 2.0 A
e^2/(eps0 V): 2.2619 eV/A^2
W at 0, 2.5, 5 A: 1.440, 0.900, 0.535 eV
LDA gap: 3.000 eV
quasiparticle gap: 3.715 eV
lowest exciton energy: 3.335 eV
exciton binding energy: 0.380 eV
exciton share of static polarizability: 0.802
eps LDA-RPA: 7.582
eps quasiparticle RPA: 6.133
eps quasiparticle BSE: 7.533
change of eps by gap opening: -1.448
change of eps by attraction: +1.400
net change of eps: -0.049 (-0.6 %)
uncompensated fraction, static eps: 0.034
uncompensated fraction, absorption onset: 0.469
finite-field eps (no Sigma, frozen, self-consistent): 7.582, 6.134, 7.533
rms range of static density-matrix change: 5.61 A
rms electron-hole range of exciton: 13.23 A
bond orders per spin, strong and weak bond: 0.470, 0.124
weights of static density-matrix change at 0, 5, 10 A: 0.495, 0.357, 0.107
isolated bond: quasiparticle gap 6.900 eV, response energy 5.460 eV
constant W = 1.0 eV: eps RPA 6.103, BSE 7.582
constant W: largest spectrum deviation from LDA below 1e-8 eV: True
scan of r0 (A): eps quasiparticle RPA, eps BSE, net change
  r0 = 1.0: 5.916, 9.008, +1.426
  r0 = 1.5: 6.019, 7.864, +0.282
  r0 = 2.0: 6.133, 7.533, -0.049
  r0 = 3.0: 6.355, 7.380, -0.202
  r0 = 4.0: 6.539, 7.386, -0.196
flat W = 1 eV up to a cutoff (A): eps RPA, eps BSE, net change
  cutoff = 0.0: 7.582, 8.544, +0.9617
  cutoff = 2.5: 5.981, 6.611, -0.9708
  cutoff = 5.0: 5.981, 7.220, -0.3621
  cutoff = 10.0: 5.972, 7.350, -0.2323
  cutoff = 20.0: 6.077, 7.541, -0.0408
  cutoff = 40.0: 6.103, 7.581, -0.0005
```
